# The SOAP kernel as a rotational average: power spectrum and bispectrum, part 2

The SOAP kernel compares two atomic environments, with real densities $\rho$ and $\rho'$, by averaging powers of their overlap over rotations $R$:

$$S(R)=\int\rho\,(R\rho')\,d^3r,\qquad K_\nu=\int S(R)^\nu\,dR ,$$

where $(R\rho)(\mathbf r)=\rho(R^{-1}\mathbf r)$ and $dR$ has total volume 1. For the Gaussian densities below, $K_\nu$ is in Å$^{3\nu}$. The normalised kernel is $K_\nu(\rho,\rho')/\sqrt{K_\nu(\rho,\rho)K_\nu(\rho',\rho')}$.

The expansion is $\rho=\sum_{nlm}c_{nlm}\,g_{nl}(r)\,Y_{lm}(\hat{\mathbf r})$, with real $g_{nl}$ orthonormal under $r^2dr$ and orthonormal Condon–Shortley harmonics. Primed coefficients belong to $\rho'$. For real densities

$$c^*_{nlm}=(-1)^m c_{nl,-m}.\tag{1}$$

With Wigner matrices $D^l$,

$$S(R)=\sum_{nlmm'}c^*_{nlm}\,D^l_{mm'}(R)\,c'_{nlm'}=\sum_l S_l(R),\tag{4}$$

$$\int D^l_{mm'}\,D^{L*}_{\mu\mu'}\,dR=\frac{\delta_{lL}\,\delta_{m\mu}\,\delta_{m'\mu'}}{2l+1}.\tag{5}$$

The addition theorem is $\sum_mY_{lm}(\hat{\mathbf u})Y^*_{lm}(\hat{\mathbf v})=(2l+1)P_l(\hat{\mathbf u}\cdot\hat{\mathbf v})/4\pi$.

The power spectrum and bispectrum are

$$p_{nn'l}=\frac1{\sqrt{2l+1}}\sum_m c^*_{nlm}\,c_{n'lm},$$

$$b_{n_1l_1\,n_2l_2\,n_3l_3}=\sum_{m_1m_2m_3}\begin{pmatrix}l_1&l_2&l_3\\ m_1&m_2&m_3\end{pmatrix}c_{n_1l_1m_1}c_{n_2l_2m_2}c_{n_3l_3m_3},$$

where the bracket is the Wigner $3j$ symbol. The kernels are $K_1=\sum_n c^*_{n00}\,c'_{n00}$ and

$$K_2=\sum_{nn'l}p_{nn'l}\,p'_{nn'l},\tag{6}$$

$$K_3=\sum_{n_1n_2n_3}\sum_{l_1l_2l_3}b^*\,b' ,\tag{9}$$

with all ordered triples in (9). The $l=0$ share of (6) is $K_1^2$. Also

$$b_{n_1l\,n_2l\,n_30}=(-1)^l\,p_{n_1n_2l}\,c_{n_300}.\tag{10}$$

Let $L=l_1+l_2+l_3$. Components of $b$ are real for even $L$ and imaginary for odd $L$. Odd components all vanish if some improper operation leaves $\rho$ unchanged; a single one vanishes if two of its pairs $(n_i,l_i)$ are equal. With $K_3=K_3^{\rm even}+K_3^{\rm odd}$ split by the parity of $L$, and $\bar\rho'$ the inverted density,

$$K_3(\rho,\bar\rho')=K_3^{\rm even}-K_3^{\rm odd}.\tag{11}$$

## Conditions under which the dot products fail

A kernel defined with $|S|^3$ equals (9) only where $S(R)\ge0$ for all $R$. This holds for non-negative densities. It can fail for signed fields, and it can fail after truncation, since a projected density need not be non-negative. Equation (9) then remains the average of the signed cube.

If the density is expanded in functions $\tilde g_n=\sum_kT_{nk}g_k$ with real invertible $T$, comparing coefficients of $g_k$ gives $c_k=\sum_nT_{nk}\tilde c_n$, so as matrices in the radial indices $p=T^T\tilde pT$. Then $\operatorname{tr}(pp'^T)=\operatorname{tr}(T^T\tilde pTT^T\tilde p'^TT)$, and cyclic permutation gives

$$K_2=\sum_l\operatorname{tr}\big(G\,\tilde p\,G\,\tilde p'^T\big),\qquad G=TT^T,\quad G_{nn'}=\int\tilde g_n\tilde g_{n'}r^2dr .$$

For orthogonal $T$, $G=\mathbb 1$ and the plain dot product returns. The same substitution puts one $G$ on each of the three radial indices in (9). Here the $\tilde c_n$ are expansion coefficients. The projections $\int\tilde g_nY^*_{lm}\,\rho\,d^3r$ equal $\sum_{n'}G_{nn'}\tilde c_{n'}$, and if they are used instead, $G^{-1}$ takes the place of $G$.

Raising a kernel to a power is a different operation from raising $\nu$. The difference $K_4-K_2^2$ is the variance of $S^2$ over rotations, which is positive unless $S^2$ is constant.

Truncation at $l\le l_{\max}$ acts differently on the two kernels. Write $S=S_\le+\delta S$. In $K_2$ the cross term $2\int S_\le\,\delta S\,dR$ vanishes by (5), so the error is $-\int\delta S^2dR$, of second order in $\delta S$ and never positive. In $K_3$ the term $3\int S_\le^2\,\delta S\,dR$ is in general not removed for $l_{\max}\ge1$, because $S_\le^2$ contains angular momenta up to $2l_{\max}$. The error then has a term of first order in $\delta S$. For signed fields its sign is not fixed, since $\rho'\to-\rho'$ reverses it. For $\rho'=\rho$ the error is minus the sum of the omitted $|b|^2$ and is never positive.

## Gaussian densities in an oscillator basis

Take $\rho=\sum_ie^{-|\mathbf r-\mathbf r_i|^2/2\sigma^2}$. For two centres $\mathbf s,\mathbf t$ with midpoint $\mathbf w$, $|\mathbf r-\mathbf s|^2+|\mathbf r-\mathbf t|^2=2|\mathbf r-\mathbf w|^2+|\mathbf s-\mathbf t|^2/2$, and $\int e^{-|\mathbf r-\mathbf w|^2/\sigma^2}d^3r=(\pi\sigma^2)^{3/2}$. So

$$S(R)=(\pi\sigma^2)^{3/2}\sum_{ij}e^{-|\mathbf r_i-R\mathbf r'_j|^2/4\sigma^2},\tag{12}$$

which needs no harmonics and gives an independent route to $K_\nu$.

For the coefficients let $x=r/\sigma$ and $a=r_i/\sigma$. One Gaussian is $e^{-x^2/2}e^{-a^2/2}e^{ax\cos\omega}$, with $\omega$ the angle between $\mathbf r$ and $\mathbf r_i$. Expand $e^{zt}=\sum_l(2l+1)i_l(z)P_l(t)$, where Legendre orthogonality gives $i_l(z)=\frac12\int_{-1}^1e^{zt}P_l\,dt$. Rodrigues' formula $P_l=(2^ll!)^{-1}\partial_t^l(t^2-1)^l$ and $l$ integrations by parts give $i_l=z^l(2^{l+1}l!)^{-1}\int e^{zt}(1-t^2)^ldt$. Only even powers $z^{2k}t^{2k}/(2k)!$ survive, and $\int t^{2k}(1-t^2)^ldt=\Gamma(k+\frac12)\,l!/\Gamma(k+l+\frac32)$ is a beta integral. With $\Gamma(k+\frac12)=\sqrt\pi(2k)!/(4^kk!)$ and $\Gamma(j+\frac32)=\sqrt\pi(2j+1)!!/2^{j+1}$,

$$i_l(z)=\sum_k\frac{z^{2k+l}}{2^kk!\,(2k+2l+1)!!}=\sum_k\frac{\sqrt\pi\,z^{2k+l}}{2^{2k+l+1}k!\,\Gamma(k+l+\frac32)} .$$

By the addition theorem the projection of the Gaussian on $Y_{lm}$ is $4\pi e^{-x^2/2}e^{-a^2/2}i_l(ax)Y^*_{lm}(\hat{\mathbf r}_i)$.

The radial basis is that of the isotropic oscillator of length $\sigma$, which is complete:

$$g_{nl}=(-1)^nN_{nl}\,x^le^{-x^2/2}L_n^{\lambda}(x^2),\qquad\lambda=l+\tfrac12,\qquad N_{nl}^2=\frac{2\,n!}{\sigma^3\,\Gamma(n+l+\frac32)} .$$

One integral serves for both norm and projection. From $L_n^\lambda=t^{-\lambda}e^t\,\partial_t^n(e^{-t}t^{n+\lambda})/n!$ and $n$ integrations by parts,

$$I_k=\int_0^\infty t^{k+\lambda}e^{-t}L_n^\lambda\,dt=(-1)^n\frac{k!}{n!\,(k-n)!}\,\Gamma(k+\lambda+1)\quad(k\ge n),$$

and $I_k=0$ for $k<n$. The zero gives orthogonality to all lower polynomials. The leading coefficient $(-1)^n/n!$ of $L_n^\lambda$ times $I_n$ gives the norm $\Gamma(n+\lambda+1)/n!$, and $r^2dr\,x^{2l}=\frac12\sigma^3t^\lambda dt$ with $t=x^2$ then gives $N_{nl}$. For the projection, the term $k$ of $i_l(ax)$ contributes $\frac12I_k$, and the gamma functions and $k!$ cancel:

$$\int_0^\infty x^{l+2}e^{-x^2}L_n^\lambda\,i_l(ax)\,dx=\frac{(-1)^n\sqrt\pi}{n!}\sum_{k\ge n}\frac{a^{2k+l}}{2^{2k+l+2}(k-n)!}=\frac{(-1)^n\sqrt\pi\,a^{2n+l}}{2^{2n+l+2}\,n!}\,e^{a^2/4}.$$

Multiply by $4\pi\sigma^3e^{-a^2/2}(-1)^nN_{nl}Y^*_{lm}$, with $N_{nl}=\sigma^{-3/2}\pi^{-1/4}[2^{n+l+2}n!/(2n+2l+1)!!]^{1/2}$. The powers of 2 combine to the exponent $(n+l+2)/2-(2n+l+2)=-(2n+l)/2-n/2-1$, and the remaining constant is $4\pi\cdot\pi^{1/4}/2=\pi^{3/4}\sqrt{4\pi}$:

$$c_{nlm}=(\pi\sigma^2)^{3/4}\sqrt{4\pi}\sum_ie^{-a_i^2/4}\,\frac{(a_i/\sqrt2)^{2n+l}}{\sqrt{2^n\,n!\,(2n+2l+1)!!}}\;Y^*_{lm}(\hat{\mathbf r}_i).\tag{13}$$

With one neighbour in each environment, (12) is $(\pi\sigma^2)^{3/2}e^{-(a^2+a'^2)/4}e^{aa't/2}$, with $t$ the cosine between $\mathbf r_1$ and $R\mathbf r_1'$. The distribution of the direction of $R\mathbf r'_1$ is unchanged by any $Q$, so it is uniform on the sphere and $t$ is uniform on $[-1,1]$. With $i_0(z)=\sinh z/z$,

$$K_\nu=(\pi\sigma^2)^{3\nu/2}\,e^{-\nu(a^2+a'^2)/4}\;i_0(\nu aa'/2).\tag{14}$$

When either neighbour sits at the centre, $i_0(0)=1$ and $K_\nu=K_1^\nu$: with no direction to rotate, higher powers add nothing.

## Worked example

The parameters are round model values, with lengths in ångström and $\sigma=0.5$. Environment A has neighbours at $(0.8,0,0)$, $(0,1.2,0)$, $(0,0,1.6)$, so $a=1.6,\,2.4,\,3.2$. Environment B has $(0.8,0,0)$, $(0.5,1.2,0)$, $(0,0,1.5)$, so $a=1.6,\,2.6,\,3.0$. Each has three neighbours at distinct distances, in a plane that does not contain the centre. A symmetry operation must then fix every neighbour and so is the identity, and both environments are chiral. The basis has $n<12$ and $l\le12$, with 1105 allowed triples $(l_1,l_2,l_3)$. The direct side integrates powers of (12) over a $48\times30\times48$ Euler-angle grid. The program and its output follow these notes.

The prefactors are $(\pi\sigma^2)^{3/2}=0.696041\ \text{Å}^3$ and its square root $0.83429\ \text{Å}^{3/2}$. For $n=l=0$, $\sqrt{4\pi}\,Y_{00}=1$ and (13) gives for A

$$c_{000}=0.83429\,(e^{-0.64}+e^{-1.44}+e^{-2.56})=0.83429\,(0.52729+0.23693+0.07730)=0.70208\ \text{Å}^{3/2}.$$

For $l=1$, $m=0$, only the atom on the $z$ axis contributes, and $\sqrt{4\pi}\,Y_{10}(\hat{\mathbf z})=\sqrt3$ cancels $\sqrt{3!!}$. So $c_{010}=0.83429\times0.07730\times3.2/\sqrt2=0.1459\ \text{Å}^{3/2}$. The other two are $c_{01,\mp1}=\pm0.351932+0.237200\,i$, related as (1) requires. Then $p_{000}=0.702076^2=0.492911\ \text{Å}^3$ and

$$p_{001}=\frac{2\,(0.351932^2+0.237200^2)+0.145935^2}{\sqrt3}=\frac{0.360240+0.021297}{1.732051}=0.220281\ \text{Å}^3 .$$

Equation (10) gives $b_{01\,01\,00}=-0.220281\times0.702076=-0.154654\ \text{Å}^{9/2}$, equal to the value from the $3j$ sum. An odd component needs three different $n$ when all $l$ are 1; for $n=0,1,2$ it is $-2.587\times10^{-3}\,i\ \text{Å}^{9/2}$ for A and $-1.417\times10^{-3}\,i\ \text{Å}^{9/2}$ for B.

For the pair (A,B) the direct integrals and the spectral sums agree in all printed digits:

| kernel | direct | from coefficients | unit |
|---|---|---|---|
| $K_1$ | 1.036369135 | 1.036369135 | Å$^3$ |
| $K_2$ | 1.247251242 | 1.247251242 | Å$^6$ |
| $K_3$ | 1.661365257 | 1.661365257 | Å$^9$ |

The digits are shown to compare two routes within one model. The program asserts agreement to $2\times10^{-8}$ relative to the direct value, for (A,B), (A,A), (B,B) and the single-neighbour pair. With the measure of volume $8\pi^2$, $K_2$ becomes $98.479\ \text{Å}^6$.

The shares of $K_2$ for $l=0$ to $6$ are $1.0741$, $0.1607$, $1.06\times10^{-3}$, $7.63\times10^{-3}$, $3.51\times10^{-3}$, $2.29\times10^{-4}$ and $1.26\times10^{-5}\ \text{Å}^6$. The first is $K_1^2=1.036369^2=1.074061$. The sequence is not monotonic: $l=2$ lies below $l=3$ and $l=4$. Each $Y_{2m}$ is a traceless quadratic form in $\hat{\mathbf r}$, and its sum over three orthonormal directions is the trace, zero. The $l=2$ coefficients of A therefore come only from the differences between the three radial weights in (13). In B two of the three pairs of directions are orthogonal as well, so a similar partial cancellation acts there. The two together are a likely cause of the dip, but whether they account for its size is not examined here.

Relative to the direct values, the truncation errors at $l_{\max}=2,4,8$ are $-9.13\times10^{-3}$, $-1.96\times10^{-4}$, $-7.8\times10^{-9}$ for $K_2$, and $-2.60\times10^{-2}$, $-1.14\times10^{-3}$, $-3.0\times10^{-7}$ for $K_3$. At $l_{\max}=4$ the omitted shares $l=5,6$ give $-(2.291+0.126)\times10^{-4}/1.2473=-1.94\times10^{-4}$, and higher $l$ supply the remainder. $K_3$ has the larger error at each of these cutoffs, and the ratio of the two errors is $2.9$, $5.8$ and $38$. Part of this comes from the second-order term $3\int S_\le\,\delta S^2dR$. Replacing $S_\le$ by its mean $K_1$ estimates its relative size as $3K_1K_2/K_3=2.33$ times the relative error of $K_2$, that is $-2.1\times10^{-2}$, $-4.6\times10^{-4}$ and $-1.8\times10^{-8}$. This is most of the $K_3$ error at $l_{\max}=2$, under half of it at $l_{\max}=4$ and a small part at $l_{\max}=8$. The first-order term, which only $K_3$ has, is the largest part of the error at $l_{\max}=4$ and nearly all of it at $l_{\max}=8$. At $l_{\max}=12$ the differences are $-1.5\times10^{-11}$ for $K_2$ and $-2.8\times10^{-11}$ for $K_3$, and most of each comes from the radial cutoff $n<12$.

Inverting B leaves $K_2$ at $1.247251242\ \text{Å}^6$. For $K_3$ the even part is $1.661254732$ and the odd part $1.105252\times10^{-4}\ \text{Å}^9$, so (11) predicts $1.661254732-0.000110525=1.66114421$, and the direct integral with inverted B is $1.66114421\ \text{Å}^9$. The odd part is $6.7\times10^{-5}$ of $K_3$(A,B). For A against its own inverse, the normalised value is $1-2\times2.159305\times10^{-4}/1.561240=0.999723$. The chirality is resolved but weighs little. For orthogonal directions the mirror that swaps two axes fixes the third, so the odd components of A vanish when two distances are equal. How their size depends on $\sigma$ and on the three distances is not examined here.

The normalised kernels are

$$\frac{1.247251}{\sqrt{1.216986\times1.291570}}=\frac{1.247251}{1.253724}=0.994837,\qquad\frac{1.661365}{\sqrt{1.561240\times1.810294}}=\frac{1.661365}{1.681161}=0.988225$$

for $\nu=2$ and $\nu=3$. For this pair the cubic kernel separates the environments more. The fourth power gives $K_4=2.378\ \text{Å}^{12}$ against $K_2^2=1.556\ \text{Å}^{12}$. In the basis $\tilde g_n=g_n+0.3\,g_{n+1}$ (the last function unchanged) the plain dot product is $0.614579\ \text{Å}^6$, about half the kernel, and the Gram-matrix form restores $1.247251\ \text{Å}^6$.

For single neighbours at $1.0$ and $1.5$ Å, $a=2$ and $a'=3$, and (14) gives $K_2=0.696041^2\,e^{-6.5}\sinh(6)/6=0.484473\times1.50344\times10^{-3}\times33.6189=2.44872\times10^{-2}\ \text{Å}^6$, matching the power-spectrum sum. $K_3=8.84934\times10^{-3}\ \text{Å}^9$ by both routes. With the two neighbours on opposite sides of the centre, the exact overlap is $0.696041\,e^{-6.25}=0.001344\ \text{Å}^3$. Keeping $l\le1$ replaces $e^{-3}$ by $i_0(3)-3i_1(3)$, where $i_1(z)=\cosh z/z-\sinh z/z^2$ from the integral with $P_1=t$. This gives $0.696041\,e^{-3.25}(3.3393-6.7284)=-0.0915\ \text{Å}^3$. The truncated overlap of two positive densities is negative there, so for that cutoff $|S|^3$ and $S^3$ differ.

A pair of random real signed fields with two radial channels and $l\le3$, with the overlap taken by quadrature on the sphere, has $S$ between $-14.2$ and $18.2$ on the rotation grid (dimensionless). The mean of $S^2$ is $27.647459$ and the mean of $S^3$ is $-4.160414$, each equal to the spectral dot product. The mean of $|S|^3$ is $236.7$ on the same $12\times8\times12$ grid, which does not integrate the non-smooth modulus exactly; on finer grids it settles at $236.2$, and the range of $S$ widens to about $-14.5$ to $20$. It differs from the bispectrum product in size and in sign.

## Table of computed values

```
sigma = 0.5 A, n < 12, l <= 12, allowed l-triples = 1105
A neighbours (A): [[0.8, 0.0, 0.0], [0.0, 1.2, 0.0], [0.0, 0.0, 1.6]]
B neighbours (A): [[0.8, 0.0, 0.0], [0.5, 1.2, 0.0], [0.0, 0.0, 1.5]]
a = r/sigma, A: [1.6 2.4 3.2]  B: [1.6 2.6 3. ]
(pi sigma^2)^(3/2) = 0.696041 A^3
SO(3) grid: 48 x 30 x 48 = 69120 rotations
Euler (0.7,1.1,2.3) rad: S exact = 1.1609096, c*Dc' = 1.1609096 A^3
A: c_000, c_100, c_200 = [0.702076 0.597097 0.369801] A^1.5
A: c_01m (m=-1,0,1) = [ 0.351932+0.2372j  0.145935+0.j     -0.351932+0.2372j] A^1.5
A: p_00l (l=0,1,2) = [0.492911 0.220281 0.008305] A^3
A: b(n=0,0,0; l=1,1,0) = -1.546538e-01 A^4.5
A: b(n=0,0,0; l=1,1,2) = 7.768779e-03 A^4.5
A: Im b(n=0,1,2; l=1,1,1) = -2.587061e-03 A^4.5
B: c_000, c_100, c_200 = [0.681792 0.603848 0.388894] A^1.5
B: c_01m (m=-1,0,1) = [ 0.428904+0.184732j  0.186535+0.j       -0.428904+0.184732j] A^1.5
B: p_00l (l=0,1,2) = [0.46484  0.271911 0.022766] A^3
B: b(n=0,0,0; l=1,1,0) = -1.853866e-01 A^4.5
B: b(n=0,0,0; l=1,1,2) = 3.347613e-02 A^4.5
B: Im b(n=0,1,2; l=1,1,1) = -1.417195e-03 A^4.5
K1(A,B): direct 1.036369135, l=0 sum 1.036369135 A^3
K2(A,B) share of l=0: 1.074061e+00 A^6
K2(A,B) share of l=1: 1.607471e-01 A^6
K2(A,B) share of l=2: 1.060132e-03 A^6
K2(A,B) share of l=3: 7.626394e-03 A^6
K2(A,B) share of l=4: 3.512486e-03 A^6
K2(A,B) share of l=5: 2.291035e-04 A^6
K2(A,B) share of l=6: 1.262299e-05 A^6
lmax=2: rel. error K2 -9.13e-03, K3 -2.60e-02
lmax=4: rel. error K2 -1.96e-04, K3 -1.14e-03
lmax=8: rel. error K2 -7.77e-09, K3 -2.96e-07
lmax=12: rel. error K2 -1.54e-11, K3 -2.81e-11
K2(A,B): direct 1.247251242, p.p' 1.247251242 A^6
K3(A,B): direct 1.661365257, b*.b' 1.661365257 A^9
K3(A,B): even L 1.661254732, odd L 1.105252e-04 A^9
second inverted (A,B): K2 1.247251242 A^6, K3 1.661144206 A^9
K2(A,A): direct 1.216985997, p.p' 1.216985997 A^6
K3(A,A): direct 1.561240132, b*.b' 1.561240132 A^9
K3(A,A): even L 1.561024202, odd L 2.159305e-04 A^9
second inverted (A,A): K2 1.216985997 A^6, K3 1.560808271 A^9
K2(B,B): direct 1.291570208, p.p' 1.291570208 A^6
K3(B,B): direct 1.810294199, b*.b' 1.810294199 A^9
K3(B,B): even L 1.809974394, odd L 3.198045e-04 A^9
second inverted (B,B): K2 1.291570208 A^6, K3 1.809654590 A^9
half difference K3(A,B)-K3(A,inv B), direct = 1.105252e-04 A^9
8 pi^2 K2(A,B) = 98.479011 A^6
normalised K2(A,B) = 0.994837
normalised K3(A,B) = 0.988225
normalised K3(A,inv A) = 0.999723
K4(A,B) = 2.377665, K2(A,B)^2 = 1.555636 A^12
basis g_n+0.3 g_(n+1): naive 0.614579, with Gram matrix 1.247251 A^6
single neighbours at 1.0 and 1.5 A: a = 2.0, a' = 3.0
  K2 closed 2.448716393e-02, p.p' 2.448716393e-02 A^6
  K3 closed 8.849344311e-03, b*.b' 8.849344311e-03 A^9
  antiparallel S: exact 0.001344, truncated l<=1 -0.091466 A^3
signed fields (dimensionless): S range -14.1909 to 18.1926
  <S^2> 27.647459, p.p' 27.647459
  <S^3> -4.160414, b*.b' -4.160414, <|S|^3> about 236.7
```
